\section*{Zeeman Crossing and Selective Quenching in the Hydrogen 2S State}

\section*{Question}

I am working on an exercise about hydrogen atoms in the $n=2$ level. The $2S_{1/2}$ level lies $L=1060$ MHz above $2P_{1/2}$ at zero magnetic field. I must find where $2S_{1/2}$, $m=-\tfrac12$ crosses $2P_{1/2}$, $m=+\tfrac12$, and then explain how Lamb could quench one spin state of the metastable atoms and keep the other.

With the Landé factors $2$ and $\tfrac23$ I get a crossing at 568 G, but the exercise says ``near 575 gauss''. Where does the difference come from? I also don't see why a crossing should destroy the metastable state at all, since the two levels have opposite parity and a magnetic field does not mix them. And $2S_{1/2}$, $m=-\tfrac12$ must cross the other $2P_{1/2}$ level too, at a higher field. Why is that crossing not just as good?

\section*{Answer}

The missing 7 G come from magnetic mixing of $2P_{1/2}$ with $2P_{3/2}$. You are right that the crossing alone quenches nothing: an electric field is needed, and its direction decides which crossing matters.

\subsection*{Conventions}

Call $2S_{1/2}$, $m=\pm\tfrac12$ the states $\alpha$ and $\beta$, and $2P_{1/2}$, $m=\pm\tfrac12$ the states $e$ and $f$, with $m$ measured along $\mathbf B$. Energies are divided by $h$ and counted from $2P_{1/2}$ at $B=0$. Let $x=\mu_BB/h$, with $\mu_B/h=1.39962$ MHz/G. I take a fixed nucleus and $g_s=2$, drop the diamagnetic term, and ignore the proton spin until the end. The value of $L$ is a rounded empirical input, not something derived here.

The $2P_{3/2}$--$2P_{1/2}$ splitting $\Delta$ follows from the leading spin--orbit energy $\zeta\,\boldsymbol\ell\cdot\mathbf S$ (angular momenta in units of $\hbar$),
\begin{equation}
\zeta=\frac{\alpha_{\rm fs}^2E_h}{2h}\left\langle\frac{a_0^3}{r^3}\right\rangle
=\frac{\alpha_{\rm fs}^2E_h}{48h},
\end{equation}
where $\alpha_{\rm fs}$ is the fine-structure constant, $E_h$ the Hartree energy, and $\langle a_0^3/r^3\rangle=\tfrac1{24}\int_0^\infty\rho e^{-\rho}d\rho=\tfrac1{24}$. Since $\boldsymbol\ell\cdot\mathbf S$ is $\tfrac12$ for $j=\tfrac32$ and $-1$ for $j=\tfrac12$, $\Delta=\tfrac32\zeta=10949.3$ MHz. The measured splitting is about 10969 MHz; using it would move the $\beta e$ crossing found below by only 0.01 G.

\subsection*{The crossing field}

The $S$ state has no orbital moment, so $E_\beta=L-x$. For $m=+\tfrac12$ the $P$ states are spanned by $|1,\downarrow\rangle$ and $|0,\uparrow\rangle$, labelled by $m_\ell$ and spin. The operator $\zeta(\boldsymbol\ell\cdot\mathbf S+1)$ puts $2P_{1/2}$ at zero. Its diagonal elements are $\zeta/2$ and $\zeta$; the flip term $\tfrac12\ell_-S_+$ gives the off-diagonal element $\zeta/\sqrt2$. The Zeeman term $x(\ell_z+2S_z)$ adds $0$ to the first state and $x$ to the second. With $\zeta=2\Delta/3$,
\begin{equation}
H_{+1/2}=\begin{pmatrix}\Delta/3&\sqrt2\Delta/3\\ \sqrt2\Delta/3&2\Delta/3+x\end{pmatrix}.
\end{equation}
The trace is $\Delta+x$ and the determinant is $\Delta x/3$, so
\begin{equation}
E^2-(\Delta+x)E+\tfrac13\Delta x=0. \label{eq:sec}
\end{equation}
The lower root is $E_e=\tfrac12(\Delta+x-R)$, with $R^2=\Delta^2+\tfrac23\Delta x+x^2$. For $x\ll\Delta$ it becomes
\begin{equation}
E_e\simeq\frac x3-\frac{2x^2}{9\Delta}.
\end{equation}
The first term gives your estimate: $L-x=x/3$, so $x=3L/4$ and $B=568.0$ G. The second is the repulsion from $2P_{3/2}$. It lowers $e$ by about 13 MHz here, so $\beta$ must descend further to meet it.

For the full crossing in this model, insert $E=L-x$ in \eqref{eq:sec}:
\begin{align}
0&=(L-x)^2-(\Delta+x)(L-x)+\tfrac13\Delta x\nonumber\\
&=2x^2+\left(\tfrac43\Delta-3L\right)x-L(\Delta-L).
\end{align}
The linear coefficient is $11419$ MHz and $L(\Delta-L)=1.0483\times10^7$ MHz$^2$. The positive root is
\begin{equation}
x=\frac{-11419+\sqrt{11419^2+8(1.0483\times10^7)}}{4}\ \text{MHz}
\simeq804.6\ \text{MHz},
\end{equation}
and therefore
\begin{equation}
B_{\beta e}=\frac{804.6}{1.39962}\ \text{G}\simeq575\ \text{G}=0.0575\ \text{T}.
\end{equation}
The result moves by 0.55 G per MHz of $L$, so an input rounded to 10 MHz leaves the crossing uncertain by about $\pm3$ G. With the measured $L\simeq1057.8$ MHz and $\Delta$, and the actual $g$ factors, it lies at 573.5 G. Using the actual $g_s$ in the Zeeman term shifts it by only $-0.3$ G.

\subsection*{Why the field direction matters}

Parity forbids one-photon electric-dipole decay of $2S$ to $1S$, while $2P$ decays quickly. An electric field $\boldsymbol{\mathcal E}$ mixes $2S$ with $2P$ through $e\boldsymbol{\mathcal E}\cdot\mathbf r$. The integral needed is
\begin{equation}
\langle2s|z|2p_0\rangle=\frac{a_0}{\sqrt3}\,\frac1{\sqrt{48}}
\int_0^\infty\left(\rho^4-\frac{\rho^5}{2}\right)e^{-\rho}d\rho=-3a_0 .
\end{equation}
The factor $1/\sqrt3$ is angular, and the integral equals $24-60=-36$. For a field along $x$, $|\langle2s|x|2p_{\pm1}\rangle|=3a_0/\sqrt2$.

At small $B$ the zero-energy eigenvector of $H_{+1/2}$, and its mirror image for $m=-\tfrac12$, are
\begin{align}
|e\rangle&=\sqrt{\tfrac23}\,|1,\downarrow\rangle-\sqrt{\tfrac13}\,|0,\uparrow\rangle,\\
|f\rangle&=\sqrt{\tfrac23}\,|{-1},\uparrow\rangle-\sqrt{\tfrac13}\,|0,\downarrow\rangle .
\end{align}
The electric field does not flip the spin, and $\beta$ has spin down. It therefore reaches $e$ through $|1,\downarrow\rangle$, which needs a field perpendicular to $\mathbf B$, and $f$ through $|0,\downarrow\rangle$, which needs a parallel field. The coupling has the same size in both cases, because $\sqrt{2/3}\,(3/\sqrt2)=\sqrt{1/3}\,(3)=\sqrt3$:
\begin{equation}
V=\sqrt3\,\frac{ea_0\mathcal E}{\hbar}.
\end{equation}
An atom moving across the magnet sees in its rest frame the motional field $\mathbf v\times\mathbf B$. This is perpendicular to $\mathbf B$, so it serves the $\beta e$ crossing without any electrodes.

\subsection*{The quench rate}

Let $a$ and $b$ be the $S$ and $P$ amplitudes, $\delta$ the $P$-minus-$S$ angular frequency, and $\gamma$ the $2P$ decay rate. Then
\begin{equation}
i\dot a=Vb,\qquad i\dot b=(\delta-i\gamma/2)b+Va .
\end{equation}
For $V\ll\gamma$ the $P$ amplitude follows $a$ adiabatically: $b\simeq-Va/(\delta-i\gamma/2)$. Substitution gives $\dot a=iV^2a/(\delta-i\gamma/2)$. Twice the real part of the decay exponent is the population rate,
\begin{equation}
\Gamma=\frac{\gamma V^2}{\delta^2+\gamma^2/4},\qquad
\Gamma(\delta=0)=\frac{4V^2}{\gamma}. \label{eq:rate}
\end{equation}
On resonance one can also try $a,b\propto e^{-\lambda t}$, which gives $\lambda^2-\gamma\lambda/2+V^2=0$. The slow root yields
\begin{equation}
\Gamma=2\lambda=\frac\gamma2\left(1-\sqrt{1-16V^2/\gamma^2}\right),\qquad V<\gamma/4. \label{eq:sat}
\end{equation}
For stronger coupling the roots are complex: population oscillates between $S$ and $P$ while it decays, and \eqref{eq:rate} fails.

The value of $\gamma$ comes from the spontaneous-emission formula with $\omega=3E_h/8\hbar$ and $|\langle1s|z|2p_0\rangle|^2=(2^{15}/3^{10})a_0^2$:
\begin{equation}
\gamma=\frac{4\alpha_{\rm fs}\omega^3}{3c^2}\,\frac{2^{15}}{3^{10}}a_0^2
=\left(\frac23\right)^8\frac{\alpha_{\rm fs}^3E_h}{\hbar}
=6.268\times10^8\ \text{s}^{-1},
\end{equation}
where $E_ha_0/\hbar=\alpha_{\rm fs}c$ was used. The lifetime is 1.6 ns.

\subsection*{Numbers for a beam}

Take $v=8000$ m/s perpendicular to $\mathbf B$ and a 5 cm path in the field. Then $\mathcal E=vB=8000\times0.05749\simeq460$ V/m and $V=6.40\times10^7$ s$^{-1}$, so $V/\gamma=0.10$. For $\beta$,
\begin{equation}
\Gamma_\beta\simeq\frac{4(6.404\times10^7)^2}{6.268\times10^8}\ \text{s}^{-1}
=2.62\times10^7\ \text{s}^{-1}.
\end{equation}

Two corrections raise this. First, $B$ changes the weight $w$ of $|1,\downarrow\rangle$ in $e$. By the Hellmann--Feynman theorem $dE_e/dx=\langle\ell_z+2S_z\rangle=1-w$, hence
\begin{equation}
w=\frac12+\frac{\Delta/3+x}{2R}=0.698
\end{equation}
instead of $\tfrac23$, and $V^2$ becomes $\tfrac92w(ea_0\mathcal E/\hbar)^2$. Second, \eqref{eq:sat} replaces the weak-field limit. Together they give $2.87\times10^7$ s$^{-1}$, in agreement with diagonalization of all eight $n=2$ states considered here. The lifetime is 35 ns and the decay length 0.28 mm.

State $\alpha$ has spin up, so the perpendicular field couples it to $f$ with nearly the same $V$. But $\alpha$ rises while $f$ falls. Their separation is about $L+\tfrac43x=2133$ MHz, against a natural width $\gamma/2\pi$ of 100 MHz. Equation \eqref{eq:rate} gives
\begin{equation}
\Gamma_\alpha\simeq\frac{(6.268\times10^8)(6.404\times10^7)^2}
{(2\pi\times2.133\times10^9)^2}\ \text{s}^{-1}=1.43\times10^4\ \text{s}^{-1}.
\end{equation}
The eight-state value is $1.48\times10^4$ s$^{-1}$, smaller than $\Gamma_\beta$ by a factor of about 1900. The closeness to the estimate is partly a cancellation: $f$ alone gives $1.34\times10^4$ s$^{-1}$ (the weight of $|{-1},\uparrow\rangle$ in $f$ is 0.633 and the gap is 2146 MHz), and the $2P_{3/2}$ levels add $0.13\times10^4$ s$^{-1}$. After 5 cm, 91\% of the $\alpha$ atoms remain. Of the atoms that began in $\beta$, 3\% are still in $n=2$ after the first millimetre in this model without proton spin; with the proton spin of the last section the figures are 29\% and 24\%. The surviving metastable beam is therefore almost purely $m=+\tfrac12$. The selection lies in the detuning, not in a weaker coupling of $\alpha$.

Nor does $\alpha$ meet a $2P_{1/2}$ level at higher field. Its gap to $e$ is $L+x-E_e$, with slope $1-(1-w)=w\ge0$, and $f$ lies below $e$.

\subsection*{The other crossing}

For $m=-\tfrac12$ the matrix is the same with $x\to-x$. Setting $E=L-x$ in $E^2-(\Delta-x)E-\tfrac13\Delta x=0$, the $x^2$ terms cancel:
\begin{equation}
L^2-Lx-\Delta L+\tfrac23\Delta x=0
\ \Rightarrow\ x=\frac{L(\Delta-L)}{\tfrac23\Delta-L},
\end{equation}
which gives $B_{\beta f}\simeq1200$ G. The eight-state rates of $\beta$, all at 460 V/m, separate the two conditions:
\begin{center}
\begin{tabular}{lcc}
crossing & $\boldsymbol{\mathcal E}\perp\mathbf B$ & $\boldsymbol{\mathcal E}\parallel\mathbf B$\\
$\beta e$, 575 G & $2.9\times10^7$ s$^{-1}$ & $2.5\times10^5$ s$^{-1}$\\
$\beta f$, 1200 G & $5.8\times10^4$ s$^{-1}$ & $3.4\times10^7$ s$^{-1}$
\end{tabular}
\end{center}
So the 1200 G crossing quenches $\beta$ just as well if you apply a parallel field. The motional field cannot provide one. For a beam crossing the magnet it is still present, though, and at the same speed it is about twice as strong as at 575 G. On its own it gives $\alpha$ a rate of $2.9\times10^4$ s$^{-1}$, so 83\% rather than 91\% survive 5 cm, and it removes about 79\% of $\beta$ off resonance. A beam travelling along $\mathbf B$ has no motional field; with a parallel 460 V/m at 1200 G its $\alpha$ rate is $1.2\times10^4$ s$^{-1}$, and this crossing is then as selective as the first.

\subsection*{Line width and proton spin}

Near 575 G the $\beta e$ separation changes at the rate $(1-w)+1=2-w$ per unit $x$. In a constant, weak perpendicular field the quench rate therefore has a full width at half maximum of
\begin{equation}
\frac{\gamma/2\pi}{(2-w)\mu_B/h}=\frac{99.76}{1.302\times1.39962}\ \text{G}\simeq55\ \text{G}.
\end{equation}

The proton spin $\mathbf I$ matters on this scale. With $C=(\mu_0/4\pi)\,2\mu_Bg_p\mu_N/(ha_0^3)$, the hyperfine energy is
\begin{equation}
C a_0^3\left[\frac{8\pi}{3}\delta^3(\mathbf r)\,\mathbf S
+\frac{\boldsymbol\ell-\mathbf S+3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf S)}{r^3}\right]\cdot\mathbf I .
\end{equation}
For $2S$, $|\psi(0)|^2=1/(8\pi a_0^3)$ gives $A_S\,\mathbf S\cdot\mathbf I$ with $A_S=C/3=177.6$ MHz. For $2P_{1/2}$, project the numerator on $\mathbf J=\boldsymbol\ell+\mathbf S$. Since $\hat{\mathbf r}\cdot\boldsymbol\ell=0$, its product with $\mathbf J$ is $\ell^2-S^2+3(\hat{\mathbf r}\cdot\mathbf S)^2=2-\tfrac34+\tfrac34=2$. Division by $J^2=\tfrac34$ gives $\tfrac83\mathbf J$, so $A_P=C\cdot\tfrac1{24}\cdot\tfrac83=C/9=59.2$ MHz.

To first order, and neglecting the small admixture of $2P_{3/2}$ in $e$, $\beta$ shifts by $-\tfrac12A_Sm_I$ and $e$ by $+\tfrac12A_Pm_I$. For $m_I=\pm\tfrac12$ the crossing moves by
\begin{equation}
\mp\frac{(A_S+A_P)/4}{(2-w)\mu_B/h}\simeq\mp32\ \text{G}.
\end{equation}
Diagonalization with the proton spin included puts the two crossings at about 540 G and 607 G. The figure of 575 G is thus close to the centre of a pair, not the position of either member. At 575 G the $\beta$ rates fall to $1.0\times10^7$ and $1.1\times10^7$ s$^{-1}$, with decay lengths of 0.8 and 0.7 mm. The $\alpha$ rates stay near $1.5\times10^4$ s$^{-1}$, so a factor of about 700 still separates the two electron-spin states. The remaining values are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Given 2S1/2-2P1/2 splitting L: 1060 MHz
Fine-structure splitting D: 10949.3 MHz
Bohr magneton / h: 1.39962 MHz/G
Linear estimate of beta-e crossing: 568.0 G
x at beta-e crossing: 804.6 MHz
Beta-e crossing: 574.9 G = 0.05749 T
Common energy there, above 2P1/2 at B=0: 255.4 MHz
Beta-e crossing with actual g_s: 574.6 G
Crossing shift per MHz of L: 0.549 G/MHz
Beta-f crossing: 1200.3 G
Alpha-e gap at beta-e crossing: 1609.2 MHz
Alpha-f detuning, linear Zeeman: 2132.8 MHz
Size of 2s-2p0 dipole integral: 3.0000 a0
2P decay rate gamma: 6.2683e+08 1/s
2P lifetime: 1.595 ns
2P natural width gamma/2pi: 99.76 MHz
Weight w in e at crossing: 0.6981 (no unit)
Magnetic FWHM, formula: 54.7 G
Magnetic FWHM, diagonalization: 54.8 G
Chosen atomic speed: 8000 m/s
Chosen path: 5.0 cm
Time on path: 6.25 microseconds
Motional electric field: 459.9 V/m
Coupling V = sqrt(3) e a0 E/hbar: 6.404e+07 1/s
V/gamma: 0.1022 (no unit)
Beta rate, simple formula: 2.617e+07 1/s
Beta rate, two-state with w: 2.872e+07 1/s
Beta rate, full eight-state: 2.872e+07 1/s
Alpha rate, simple formula: 1.431e+04 1/s
Alpha rate, full eight-state: 1.475e+04 1/s
Beta/alpha rate ratio: 1947 (no unit)
Beta lifetime: 34.8 ns
Alpha lifetime: 67.8 microseconds
Beta decay length: 0.279 mm
Alpha decay length: 54.2 cm
Beta-start population left after 1 mm: 3.19 %
Alpha-start population left after path: 91.2 %
Beta rate at beta-e, parallel E: 2.475e+05 1/s
Beta rate at beta-f, perpendicular E: 5.770e+04 1/s
Beta rate at beta-f, parallel E: 3.371e+07 1/s
Hyperfine constant A_S: 177.6 MHz
Hyperfine constant A_P: 59.2 MHz
First-order hyperfine crossing shift: 32.5 G
Beta-e crossing, proton up: 539.5 G
Beta rate at centre, proton up: 1.001e+07 1/s
Beta decay length, proton up: 0.799 mm
Alpha rate at centre, proton up: 1.407e+04 1/s
Beta-e crossing, proton down: 606.6 G
Beta rate at centre, proton down: 1.140e+07 1/s
Beta decay length, proton down: 0.702 mm
Alpha rate at centre, proton down: 1.549e+04 1/s
\end{verbatim}
